# White-noise wall roughness: transport rate equals out-scattering rate in metal films: verification in Python

```python
# Result under test: in a film with white-noise wall roughness the in-scattering
# term of the coupled subband Boltzmann equations vanishes, so that
#   1/tau_n = (hbar/(m L^2)) q_n^2 sum_n' q_n'^2 F_nn',
#   F_nn' = w11 + w22 - 2 (-1)^(n+n') w12   (2w for equal independent walls).
# L: film width, q_n = n pi/L, k_n: in-plane Fermi radius of subband n,
# w: white-noise strength (length^4), Delta: rms height, xi: correlation length.
# Model tests use hbar = m = 1; the worked example uses nm, fs, eV.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import ive, j0


def ripple_splitting(G, bottom, top):
    """Splitting of degenerate states n=1,2 in a channel of width pi whose
    walls are bottom*cos(Gx) and pi+top*cos(Gx), by Rayleigh-Ritz."""
    k_start = (G**2 + 3) / (2 * G)      # k^2 + 1 = (k-G)^2 + 4
    x = np.arange(32) * 2 * np.pi / (32 * G)
    nodes, weights = np.polynomial.legendre.leggauss(32)
    u, wu = (nodes + 1) / 2, weights / 2
    X, U = np.meshgrid(x, u, indexing="ij")
    width = np.pi + (top - bottom) * np.cos(G * X)
    d_width = -(top - bottom) * G * np.sin(G * X)
    d_bottom = -bottom * G * np.sin(G * X)
    u_x = -(d_bottom + U * d_width) / width
    measure = (width * wu[None, :] / len(x)).ravel()
    value, grad_x, grad_z = [], [], []
    for shift in range(-3, 3):
        k = k_start + shift * G
        wave = np.exp(1j * k * X)
        for j in range(1, 6):
            s, c = np.sin(j*np.pi*U), j*np.pi*np.cos(j*np.pi*U)
            value.append((wave * s).ravel())
            grad_x.append((wave * (1j * k * s + c * u_x)).ravel())
            grad_z.append((wave * c / width).ravel())
    value, grad_x, grad_z = map(np.array, (value, grad_x, grad_z))
    overlap = (value.conj() * measure) @ value.T
    kinetic = 0.5 * ((grad_x.conj() * measure) @ grad_x.T
                     + (grad_z.conj() * measure) @ grad_z.T)
    levels = eigh(kinetic, overlap, eigvals_only=True)
    target = 0.5 * (k_start**2 + 1)
    pair = levels[np.argsort(abs(levels - target))[:2]]
    return abs(pair[0] - pair[1])


# --- matrix element: splitting = 2|M|, same for every momentum transfer G
amp = 0.002
ripple_errors = []
for G in (1.3, 2.0, 3.0):
    for bottom, top in ((0, amp), (amp, 0.5 * amp), (amp, -0.5 * amp)):
        predicted = (1 * 2 / np.pi) * abs(top + bottom)
        ripple_errors.append(
            abs(ripple_splitting(G, bottom, top) / predicted - 1))
assert max(ripple_errors) < 5e-3   # remainder is of higher order in amp

# --- independent site heights have a flat spectrum (statistical tolerance)
rng = np.random.default_rng(7)
site, half_range, side = 0.7, 0.3, 16
heights = rng.uniform(-half_range, half_range, (4000, side, side))
h_q = np.fft.fft2(heights) * site**2
sampled = np.mean(abs(h_q)**2, axis=0) / (side * site)**2
flat_value = half_range**2 / 3 * site**2
assert np.max(abs(sampled / flat_value - 1)) < 0.10

# --- spectrum of Gaussian-correlated roughness
for q in (0.0, 1.0, 3.0):
    direct = quad(lambda r: 2*np.pi*r*j0(q*r)*0.04*np.exp(-r*r/0.49), 0, 7)[0]
    assert abs(direct - np.pi*0.04*0.49*np.exp(-q*q*0.49/4)) < 1e-9


def relaxation_times(k, q, width, weight, xi, hbar_over_m, bulk_rate=0.0):
    """(out-scattering only, full coupled solution) for Gaussian roughness;
    weight = sum of both walls' zero-momentum spectral strengths."""
    pair = hbar_over_m / width**2 * weight * np.outer(q**2, q**2)
    arg = np.outer(k, k) * xi**2 / 2
    envelope = np.exp(-np.subtract.outer(k, k)**2 * xi**2 / 4)
    total = (pair * envelope * ive(0, arg)).sum(axis=1) + bulk_rate
    back = pair * envelope * ive(1, arg) * k[None, :] / k[:, None]
    return 1 / total, np.linalg.solve(np.diag(total) - back, np.ones(len(k)))


# --- golden-rule sums over a shifted lattice of final momenta
q3 = np.array([1.0, 2.0, 3.0])
energy, film = 0.5 * 3.5**2, np.pi
k3 = np.sqrt(2 * energy - q3**2)
box, smear, strength, xi_test = 200.0, 0.15, 0.01, 0.5
grid = np.arange(-160, 161)
KX, KY = np.meshgrid(2*np.pi*(grid + 0.3)/box, 2*np.pi*(grid + 0.17)/box,
                     indexing="ij")


def lattice_delta(e_plane, q):
    arg = (e_plane + q**2 / 2 - energy) / smear
    return np.exp(-arg**2 / 2) / (smear * np.sqrt(2 * np.pi))


start = 1
for mx, my in ((1.0, 1.0), (1.5, 0.8)):
    e_plane = KX**2 / (2 * mx) + KY**2 / (2 * my)
    rate = vector = size = correlated = 0.0
    for q in q3:
        W = (2*np.pi/box**2 * (q3[start]*q/film)**2 * strength
             * lattice_delta(e_plane, q))
        flow = W * KX / mx / q**2          # trial tau_n' = 1/q_n'^2
        rate += W.sum()
        vector += flow.sum()
        size += abs(flow).sum()
        transfer2 = (KX - k3[start])**2 + KY**2
        correlated += (flow * np.exp(-transfer2 * xi_test**2 / 4)).sum()
    expected = (np.sqrt(mx*my) * strength * q3[start]**2
                * np.sum(q3**2) / film**2)
    assert abs(rate / expected - 1) < 1e-6
    assert abs(vector) < 1e-8 * size
    if mx == my:
        arg = k3[start] * k3 * xi_test**2 / 2
        first = np.exp(-(k3[start]-k3)**2 * xi_test**2 / 4) * ive(1, arg)
        bessel_flow = np.sum(strength*(q3[start]/film)**2 * first * k3)
        assert abs(correlated / bessel_flow - 1) < 0.02  # finite smearing
        assert correlated > 0.1 * size
        for k, q in zip(k3, q3):
            carriers = 2 / box**2 * np.sum(KX**2 * lattice_delta(e_plane, q))
            assert abs(carriers / (k**2 / (2 * np.pi)) - 1) < 1e-6

# --- full angle-resolved collision equation, without assuming decoupling
n_angle = 24
angles = 2 * np.pi * (np.arange(n_angle) + 0.21) / n_angle
px = np.outer(k3, np.cos(angles)).ravel()
py = np.outer(k3, np.sin(angles)).ravel()
q_all = np.repeat(q3, n_angle)
transfer2 = np.subtract.outer(px, px)**2 + np.subtract.outer(py, py)**2


def solve_angles(weights, xi):
    big = np.kron(weights, np.ones((n_angle, n_angle)))
    R = (np.outer(q_all, q_all)/film)**2 * big / n_angle
    R = R * np.exp(-transfer2 * xi**2 / 4)
    phi = np.linalg.lstsq(np.diag(R.sum(axis=1)) - R, px, rcond=1e-12)[0]
    return 2 * (phi*px).reshape(3, n_angle).mean(axis=1) / k3**2, phi


parity = np.array([[(-1.0)**(i + j) for j in range(3)] for i in range(3)])
wall_weight = 0.01 + 0.02 - 2 * 0.006 * parity
tau_angle, phi = solve_angles(wall_weight, 0.0)
tau_white = film**2 / (q3**2 * (wall_weight @ q3**2))
assert np.allclose(tau_angle, tau_white, rtol=1e-9)
assert np.allclose(phi, np.repeat(tau_white, n_angle) * px, atol=1e-7)
tau_angle, _ = solve_angles(0.02 * np.ones((3, 3)), xi_test)
tau_out, tau_full = relaxation_times(k3, q3, film, 0.02, xi_test, 1.0)
assert np.allclose(tau_angle, tau_full, rtol=1e-8)
assert np.max(abs(tau_full / tau_out - 1)) > 0.1

# --- number of isotropic zero modes: connected and parity-split subbands
for cross, zero_modes in ((0.0, 1), (-0.01, 2)):
    gamma = np.outer(q3**2, q3**2) * (0.02 - 2 * cross * parity)
    collision = np.diag(gamma.sum(axis=1)) - gamma
    assert 3 - np.linalg.matrix_rank(collision, tol=1e-10) == zero_modes

# --- worked example: smooth film with copper's rough electron density
L, density, Delta, xi = 5.0, 85.0, 0.02, 0.14
mean_free_path, work_function, temperature = 39.0, 4.5, 300.0
hbar_over_m = const.hbar / const.m_e * 1e3                       # nm^2/fs
ev_nm2 = const.hbar**2 / (2 * const.m_e) / const.e * 1e18        # eV nm^2
hbar_ev_fs = const.hbar / const.e * 1e15
w = np.pi * Delta**2 * xi**2
for N in range(1, 200):
    q_sum = (np.pi / L)**2 * N * (N + 1) * (2 * N + 1) / 6
    kF = np.sqrt((2 * np.pi * density * L + q_sum) / N)
    if N * np.pi / L < kF <= (N + 1) * np.pi / L:
        break
q = np.arange(1, N + 1) * np.pi / L
k = np.sqrt(kF**2 - q**2)
assert abs(np.sum(k**2) / (2 * np.pi * L) / density - 1) < 1e-12
fermi_energy = ev_nm2 * kF**2
v_fermi = hbar_over_m * kF
bulk_rate = v_fermi / mean_free_path
surface_rate = 2 * w * hbar_over_m / L**2 * q**2 * q_sum
tau_surface = 1 / surface_rate


def resistivity(k_values, tau):
    """microohm cm, from tau in fs and k in 1/nm"""
    sheet = const.e**2/const.m_e * np.sum(k_values**2*tau)/(2*np.pi) * 1e3
    return L * 1e-9 / sheet * 1e8


rho_surface = resistivity(k, tau_surface)
rho_white = resistivity(k, 1 / (surface_rate + bulk_rate))
rho_bulk = resistivity(k, np.full(N, 1 / bulk_rate))
out_xi, full_xi = relaxation_times(k, q, L, 2*w, xi, hbar_over_m, bulk_rate)


def conductivity_at(E):
    kk = E / ev_nm2
    count = int(np.sqrt(kk) * L / np.pi)
    qq = np.arange(1, count + 1) * np.pi / L
    rates = 2*w*hbar_over_m/L**2 * qq**2 * np.sum(qq**2) + bulk_rate
    return 1 / resistivity(np.sqrt(np.maximum(kk - qq**2, 0)), 1 / rates)


kT = const.k * temperature / const.e
t = np.linspace(-20, 20, 8001)
thermal_weight = 1 / (4 * np.cosh(t / 2)**2)
thermal_weight /= thermal_weight.sum()
rho_thermal = 1 / sum(a * conductivity_at(fermi_energy + kT * b)
                      for a, b in zip(thermal_weight, t))


def in_scattering_gain(length):
    out, full = relaxation_times(k, q, L, 2 * w, length, hbar_over_m)
    return np.sum(k**2 * full) / np.sum(k**2 * out)


small_ratio = (in_scattering_gain(0.01)-1) / (in_scattering_gain(0.005)-1)
assert abs(small_ratio / 4 - 1) < 0.05    # quadratic onset in xi

print(f"largest relative error, ripple test: {max(ripple_errors):.1e}")
print(f"film width L: {L:.1f} nm")
print(f"electron density: {density:.0f} nm^-3")
print(f"rms height Delta: {Delta:.3f} nm")
print(f"correlation length xi: {xi:.3f} nm")
print(f"white-noise strength w per wall: {w:.3e} nm^4")
print(f"bulk mean free path (rough input): {mean_free_path:.0f} nm")
print(f"hbar/m: {hbar_over_m:.5f} nm^2/fs")
print(f"occupied subbands N: {N}")
print(f"Fermi wavenumber kF: {kF:.3f} nm^-1")
print(f"Fermi energy from well bottom: {fermi_energy:.3f} eV")
print(f"Fermi velocity: {v_fermi:.3f} nm/fs")
print(f"sum of q_n^2: {q_sum:.1f} nm^-2")
for n in (1, 2, N // 2, N):
    print(f"n={n}: q_n {q[n-1]:.3f} nm^-1, k_n {k[n-1]:.3f} nm^-1, "
          f"rate {surface_rate[n-1]:.3e} fs^-1, tau {tau_surface[n-1]:.1f} fs")
share = k[0]**2 * tau_surface[0] / np.sum(k**2 * tau_surface)
print(f"share of n=1 in surface-only conductance: {100*share:.1f} %")
print(f"bulk relaxation time: {1/bulk_rate:.2f} fs")
print(f"resistivity, surface only, white noise: {rho_surface:.4f} microohm cm")
print(f"resistivity, bulk only: {rho_bulk:.4f} microohm cm")
print(f"resistivity, bulk + white noise: {rho_white:.4f} microohm cm")
print(f"same in ohm m: {rho_white*1e-8:.3e} ohm m")
print(f"bulk + Gaussian xi, full: {resistivity(k, full_xi):.4f} microohm cm")
print(f"bulk + Gaussian xi, out-scattering only: "
      f"{resistivity(k, out_xi):.4f} microohm cm")
print("surface-only conductance, full / out-scattering only:")
for length in (0.01, 0.02, 0.05, 0.14, 0.5, 1.0):
    print(f"  xi {length:.2f} nm, kF*xi {kF*length:.3f}: "
          f"ratio {in_scattering_gain(length):.4f}")
print(f"gain ratio when xi doubles from 0.005 nm: {small_ratio:.3f}")
loss = surface_rate[-1] * L / (hbar_over_m * q[-1])
print(f"scattering probability per wall hit, n=N: {loss:.3f}")
print(f"(kF*Delta)^2: {(kF*Delta)**2:.3f}")
print(f"broadening hbar/tau, n=N, surface: "
      f"{hbar_ev_fs*surface_rate[-1]:.4f} eV")
print(f"broadening hbar/tau, bulk: {hbar_ev_fs*bulk_rate:.4f} eV")
print(f"subband spacing E_N - E_(N-1): {ev_nm2*(q[-1]**2-q[-2]**2):.3f} eV")
print(f"Fermi energy above bottom of subband N: {ev_nm2*k[-1]**2:.3f} eV")
print(f"Fermi energy below bottom of subband N+1: "
      f"{ev_nm2*((N+1)*np.pi/L)**2-fermi_energy:.3f} eV")
print(f"thermal energy at {temperature:.0f} K: {kT:.4f} eV")
print(f"resistivity with 300 K smearing, bulk + white: "
      f"{rho_thermal:.4f} microohm cm")
penetration = 2 / np.sqrt(work_function / ev_nm2)
print(f"work function (rough input): {work_function:.1f} eV")
print(f"penetration into both walls: {penetration:.3f} nm, "
      f"{100*penetration/L:.1f} % of L")
print("OK")
```

Running it gives:

```
largest relative error, ripple test: 3.6e-04
film width L: 5.0 nm
electron density: 85 nm^-3
rms height Delta: 0.020 nm
correlation length xi: 0.140 nm
white-noise strength w per wall: 2.463e-05 nm^4
bulk mean free path (rough input): 39 nm
hbar/m: 0.11577 nm^2/fs
occupied subbands N: 21
Fermi wavenumber kF: 13.762 nm^-1
Fermi energy from well bottom: 7.216 eV
Fermi velocity: 1.593 nm/fs
sum of q_n^2: 1307.1 nm^-2
n=1: q_n 0.628 nm^-1, k_n 13.748 nm^-1, rate 1.177e-04 fs^-1, tau 8495.3 fs
n=2: q_n 1.257 nm^-1, k_n 13.705 nm^-1, rate 4.708e-04 fs^-1, tau 2123.8 fs
n=10: q_n 6.283 nm^-1, k_n 12.244 nm^-1, rate 1.177e-02 fs^-1, tau 85.0 fs
n=21: q_n 13.195 nm^-1, k_n 3.912 nm^-1, rate 5.191e-02 fs^-1, tau 19.3 fs
share of n=1 in surface-only conductance: 64.2 %
bulk relaxation time: 24.48 fs
resistivity, surface only, white noise: 0.0446 microohm cm
resistivity, bulk only: 1.7056 microohm cm
resistivity, bulk + white noise: 2.0988 microohm cm
same in ohm m: 2.099e-08 ohm m
bulk + Gaussian xi, full: 1.8508 microohm cm
bulk + Gaussian xi, out-scattering only: 1.9102 microohm cm
surface-only conductance, full / out-scattering only:
  xi 0.01 nm, kF*xi 0.138: ratio 1.0002
  xi 0.02 nm, kF*xi 0.275: ratio 1.0007
  xi 0.05 nm, kF*xi 0.688: ratio 1.0045
  xi 0.14 nm, kF*xi 1.927: ratio 1.0328
  xi 0.50 nm, kF*xi 6.881: ratio 1.3212
  xi 1.00 nm, kF*xi 13.762: ratio 2.0049
gain ratio when xi doubles from 0.005 nm: 3.998
scattering probability per wall hit, n=N: 0.170
(kF*Delta)^2: 0.076
broadening hbar/tau, n=N, surface: 0.0342 eV
broadening hbar/tau, bulk: 0.0269 eV
subband spacing E_N - E_(N-1): 0.617 eV
Fermi energy above bottom of subband N: 0.583 eV
Fermi energy below bottom of subband N+1: 0.064 eV
thermal energy at 300 K: 0.0259 eV
resistivity with 300 K smearing, bulk + white: 2.1025 microohm cm
work function (rough input): 4.5 eV
penetration into both walls: 0.184 nm, 3.7 % of L
OK
```
